# How often a vacancy exchanges with a tracer in one encounter, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the vacancy's path to the number of exchanges

A crystal has the simple cubic (sc), body-centred cubic (bcc) or face-centred cubic (fcc) structure, with one atom per lattice point. Each site has $z$ nearest neighbours, reached by the vectors $\mathbf s$ of common length $d$. All sites are occupied except one, the vacancy. An atom next to the vacancy can jump into it, and the atom and the vacancy then exchange places. Every such exchange has the same rate $w$.

One atom, the tracer, carries a mark but otherwise behaves like its neighbours, as a radioactive atom of the host element nearly does. The crystal is infinite and contains no other defects. An *encounter* is the set of all exchanges between the tracer and this one vacancy. We ask how many exchanges an encounter contains on average, given that it contains at least one. The first exchange is included in the count.

### (a) What kind of motion does the vacancy perform, and what does an exchange do to the position of the vacancy relative to the tracer?

**Solution.** The vacancy has $z$ possible jumps, all with rate $w$. The next jump therefore goes to each neighbour with probability

$$\frac{w}{zw}=\frac1z ,$$

whatever happened before. This is a simple random walk. The mark on the tracer has no influence on it, because the tracer's exchange rate equals that of every other atom. Waiting times do not matter for a count of exchanges, so we number the jumps $n=1,2,\dots$ and leave time aside until the worked example.

The tracer moves only when it exchanges with the vacancy. Between two exchanges it is a fixed site, and the next exchange takes place when the walk steps onto that site.

Let the vacancy be at $\mathbf v$ and the tracer at $\mathbf t$ just before an exchange, and let $\mathbf r=\mathbf v-\mathbf t$, which is one of the neighbour vectors. The exchange gives $\mathbf v'=\mathbf t$ and $\mathbf t'=\mathbf v$, so that

$$\mathbf r'=\mathbf v'-\mathbf t'=\mathbf t-\mathbf v=-\mathbf r .$$

Since $-\mathbf r$ is also a neighbour vector, the vacancy is again next to the tracer after every exchange. It can return at once by the reverse jump, with probability $1/z$, or later by a longer path.

### (b) For a simple random walk that starts at the origin, find the mean number of visits to the origin, with the start counted as a visit. Is it finite?

**Solution.** Let $p_n(\mathbf r)$ be the probability that the walk is at $\mathbf r$ after $n$ jumps. It starts from $p_0(\mathbf r)=\delta_{\mathbf r,0}$. To be at $\mathbf r$ after $n+1$ jumps, the walk must have been at some $\mathbf r-\mathbf s$ and then have chosen $\mathbf s$:

$$p_{n+1}(\mathbf r)=\frac1z\sum_{\mathbf s}p_n(\mathbf r-\mathbf s).$$

Define $\hat p_n(\mathbf k)=\sum_{\mathbf r}p_n(\mathbf r)e^{i\mathbf k\cdot\mathbf r}$. Multiplying the recursion by $e^{i\mathbf k\cdot\mathbf r}=e^{i\mathbf k\cdot\mathbf s}e^{i\mathbf k\cdot(\mathbf r-\mathbf s)}$ and summing over $\mathbf r$ gives

$$\hat p_{n+1}(\mathbf k)=\lambda(\mathbf k)\,\hat p_n(\mathbf k),\qquad \lambda(\mathbf k)=\frac1z\sum_{\mathbf s}e^{i\mathbf k\cdot\mathbf s}=\frac1z\sum_{\mathbf s}\cos\mathbf k\cdot\mathbf s .$$

The last form holds because $\mathbf s$ and $-\mathbf s$ occur together. Since $\hat p_0=1$, we have $\hat p_n=\lambda^n$. Let $\langle\cdots\rangle$ denote the average over the Brillouin zone. The average of $e^{i\mathbf k\cdot\mathbf r}$ is 1 for $\mathbf r=0$ and 0 for every other lattice vector, so

$$p_n(0)=\langle\lambda^n\rangle .$$

The mean number of visits is the sum of the probabilities of being at the origin after $0,1,2,\dots$ jumps. We call it $G(0)=\sum_{n\ge0}p_n(0)$. To sum the series safely, insert a factor $\xi^n$ with $0<\xi<1$. Because $|\lambda|\le1$, the geometric series converges uniformly in $\mathbf k$:

$$\sum_{n\ge0}\xi^np_n(0)=\left\langle\frac1{1-\xi\lambda}\right\rangle .$$

Now let $\xi\to1$. On the left all terms are non-negative and increase towards $p_n(0)$, so the sum tends to $G(0)$. On the right, $1/(1-\xi\lambda)$ is at most $1/(1-\lambda)$ where $\lambda\ge0$, and at most 1 where $\lambda<0$. The limit may therefore be taken inside the average if $1/(1-\lambda)$ is integrable.

The only danger is a point where $\lambda=1$. This requires $\cos\mathbf k\cdot\mathbf s=1$ for all $\mathbf s$. The neighbour vectors generate the whole lattice, so $\mathbf k$ must then be a reciprocal-lattice vector, and within the zone this is $\mathbf k=0$. Near it,

$$1-\lambda\simeq\frac1{2z}\sum_{\mathbf s}(\mathbf k\cdot\mathbf s)^2=\frac{\sigma^2k^2}{2},\qquad \sigma^2=\frac{d^2}{3}.$$

Here cubic symmetry was used: $\frac1z\sum_{\mathbf s}s_is_j=\sigma^2\delta_{ij}$, and the trace of this relation gives $d^2=3\sigma^2$. Thus $\sigma^2$ is the variance of one jump along one axis. In three dimensions the volume element $4\pi k^2\,dk$ cancels the factor $1/k^2$. The integral is finite, and

$$G(0)=\left\langle\frac{1}{1-\lambda(\mathbf k)}\right\rangle .$$

This is Watson's lattice Green function at the origin, normalized so that it counts visits. For the sc lattice $1-\lambda=(3-\cos x-\cos y-\cos z)/3$, with $x=k_xa$ and so on. An integral written with the denominator $3-\cos x-\cos y-\cos z$ must therefore be multiplied by 3 to give $G(0)$.

In a plane the volume element would be $2\pi k\,dk$. The integral would then diverge logarithmically, and the mean number of visits would be infinite. The finite answer belongs to three dimensions.

### (c) Express $G(0)$ through the probability $R$ that the walk ever returns to its starting site.

**Solution.** Each time the walk stands at the origin, its future has the same statistics as at the start. The chance of at least one more visit is thus $R$ each time, independently of the past. The probability of at least $m$ visits, with the start counted as the first, is $R^{m-1}$. The mean of a positive integer is the sum over $m\ge1$ of the probability that it is at least $m$, since an outcome $M$ contributes to exactly $M$ of these terms. Hence

$$G(0)=\sum_{m=1}^{\infty}R^{m-1}=\frac1{1-R},\qquad R=1-\frac1{G(0)} .$$

Because $G(0)$ is finite, $R<1$: the walk has a non-zero chance, $1/G(0)$, of never coming back. If $G(0)$ were infinite, as in the plane, $R$ would have to be 1.

### (d) An exchange has just taken place. With what probability will there be another? Find the distribution and the mean of the number $N$ of exchanges in the encounter.

**Solution.** After the exchange the vacancy is on a neighbour site of the tracer. Take the tracer's present site as origin. By part (a), another exchange takes place if and only if the walk, starting from this neighbour site, ever reaches the origin. Let $h(\mathbf s)$ be the probability of that event for a start at $\mathbf s$.

To find $h$, consider a walk that starts at the origin itself. Its first jump leads to one of the $z$ neighbours, each with probability $1/z$, and it must then come back:

$$R=\frac1z\sum_{\mathbf s}h(\mathbf s).$$

In each of the three lattices, any neighbour vector can be turned into any other by a rotation or reflection of the cube. Such an operation leaves the walk's jump probabilities unchanged, so all $h(\mathbf s)$ are equal. The average of equal numbers is their common value:

$$h(\mathbf s)=R\quad\text{for every neighbour }\mathbf s .$$

A further exchange therefore follows with probability $R$. When it occurs, the tracer sits on a new site, but the vacancy is again its neighbour, and the argument can be repeated with the new site as origin. The earlier history does not enter, because the walk has no memory. For $N$ to equal $n$, there must be $n-1$ successes followed by one failure:

$$P(N=n)=(1-R)\,R^{\,n-1},\qquad n=1,2,\dots$$

The mean follows from $\sum_{n\ge1}nR^{n-1}=\frac{d}{dR}\frac1{1-R}=\frac1{(1-R)^2}$:

$$\boxed{\;\bar N=(1-R)\frac1{(1-R)^2}=\frac1{1-R}=G(0)\;}$$

The vacancy that has exchanged once with the tracer thus exchanges $G(0)$ times on average in the whole encounter. "Once" here means at least once. If it meant exactly once, the number would be 1 by definition.

The equality has a simple meaning. A walk visiting a fixed origin and a vacancy exchanging with a moving tracer are different processes, because the tracer is displaced at every exchange. Yet each has a first event followed by further events with the same probability $R$. The number of visits and the number of exchanges therefore have the same distribution.

The spread of $N$ is also determined. A second derivative gives $\sum n(n-1)R^{n-2}=2/(1-R)^3$, hence $\overline{N(N-1)}=2R/(1-R)^2$, and the variance is

$$\overline{N^2}-\bar N^2=\frac{2R}{(1-R)^2}+\frac1{1-R}-\frac1{(1-R)^2}=\frac{R}{(1-R)^2}=G(0)\,[G(0)-1].$$

The condition on the first exchange matters. Suppose that a vacancy is merely placed next to the tracer, and no exchange has yet been counted. The first exchange then happens with probability $R$, and after it the mean total is $G(0)$. The expected number is

$$R\,G(0)=\left(1-\frac1{G(0)}\right)G(0)=G(0)-1 .$$

For a start at a general site $\mathbf r$, the expected number is the probability of ever reaching the tracer times $G(0)$. This product is also the mean number of visits to the origin by a walk that starts at $\mathbf r$, which we call $G(\mathbf r)$. A vacancy that starts far away will probably miss the tracer, and its unconditional mean is small.

### (e) Reduce $G(0)$ to a double integral for the three lattices and give the numbers.

**Solution.** Let $a$ be the edge of the cubic cell. For sc use the angles $x=k_xa$ and so on. For bcc and fcc use $x=k_xa/2$ and so on. The sc neighbours are $(\pm a,0,0)$ and permutations. The eight bcc neighbours $(\pm1,\pm1,\pm1)a/2$ give the average of $e^{i(\pm x\pm y\pm z)}$, which factorizes. The twelve fcc neighbours $(\pm1,\pm1,0)a/2$ and permutations give three groups of four, each with the sum $4\cos x\cos y$ or a permutation of it. Hence

$$\lambda_{\rm sc}=\tfrac13(\cos x+\cos y+\cos z),\qquad \lambda_{\rm bcc}=\cos x\cos y\cos z,$$

$$\lambda_{\rm fcc}=\tfrac13(\cos x\cos y+\cos y\cos z+\cos z\cos x).$$

The zone average may be replaced by an average over the cube in which each angle runs through $2\pi$. The edges of this cube are reciprocal-lattice vectors, so it contains a whole number of primitive cells of the periodic function $\lambda$. Since the functions are even in each angle, the range $0$ to $\pi$ suffices.

In all three cases $1-\lambda=A-B\cos z$, where $A$ and $B$ depend on $x$ and $y$:

- sc: $A=1-\frac13(\cos x+\cos y)$, $B=\frac13$.
- bcc: $A=1$, $B=\cos x\cos y$.
- fcc: $A=1-\frac13\cos x\cos y$, $B=\frac13(\cos x+\cos y)$.

For $A>|B|$ put $t=\tan(z/2)$, so that $dz=2\,dt/(1+t^2)$ and $\cos z=(1-t^2)/(1+t^2)$. Then

$$\frac1\pi\int_0^\pi\frac{dz}{A-B\cos z}=\frac2\pi\int_0^\infty\frac{dt}{(A-B)+(A+B)t^2}=\frac{1}{\sqrt{A^2-B^2}},$$

because $\int_0^\infty dt/(\alpha+\beta t^2)=\pi/(2\sqrt{\alpha\beta})$. This leaves

$$G(0)=\frac1{\pi^2}\int_0^\pi\!\!\int_0^\pi\frac{dx\,dy}{\sqrt{A^2-B^2}} .$$

The integrand is infinite at some corners of the square. For sc near $x=y=0$, $A-B\simeq(x^2+y^2)/6$ and $A+B\simeq2/3$, so the integrand behaves as $3/\sqrt{x^2+y^2}$. In the triangle $y<x$ the substitution $x=u$, $y=uv$ gives $dx\,dy=u\,du\,dv$, and the integrand becomes $3/\sqrt{1+v^2}$ near the corner, which is smooth. The singular corners of the other lattices have the same $1/\sqrt{x^2+y^2}$ form and are treated in the same way. Numerical quadrature gives

| Lattice | $z$ | $G(0)$ | $R$ |
|---|---|---|---|
| sc | 6 | 1.516386 | 0.340537 |
| bcc | 8 | 1.393204 | 0.282230 |
| fcc | 12 | 1.344661 | 0.256318 |

In fcc, for example, a fraction $1-R=0.744$ of all encounters consists of a single exchange. The immediate reverse jump contributes $1/12=0.083$ to $R$. The remaining 0.173 comes from longer paths, so a count of immediate reversals alone would miss most of the further exchanges.

## Second half: limits of the result and an example

The vacancy performs a simple random walk on a cubic lattice with $z$ neighbours at distance $d$. The variance of one jump along one axis is $\sigma^2=d^2/3$, and $p_n(0)=\langle\lambda^n\rangle$ is the probability of being back at the start after $n$ jumps. The return probability is $R=1-1/G(0)$. After each exchange with the tracer, a further one follows with probability $R$, and the mean number in an encounter is $\bar N=G(0)$. For fcc, $G(0)=1.344661$ and $R=0.256318$. The function $G(\mathbf r)$ is the mean number of visits to the origin from a start at $\mathbf r$.

### (f) If the vacancy is followed for only $n$ jumps after the first exchange, how many exchanges are missed on average?

**Solution.** We first need $p_m(0)$ for large $m$. The average $\langle\lambda^m\rangle$ then comes from the region where $|\lambda|$ is close to 1. Near $\mathbf k=0$, $\lambda^m\simeq e^{-m\sigma^2k^2/2}$. With $v$ the volume per site, the zone average is $v\int d^3k/(2\pi)^3$, and the Gaussian integral gives

$$p_m(0)\simeq\frac{v}{(2\pi)^3}\left(\frac{2\pi}{m\sigma^2}\right)^{3/2}=\frac{A_0}{m^{3/2}},\qquad A_0=\frac{v}{(2\pi\sigma^2)^{3/2}} .$$

In fcc no other point of the zone has $|\lambda|=1$. In sc and bcc there is also a point with $\lambda=-1$. It doubles the result for even $m$ and cancels it for odd $m$, as it must, since a return there takes an even number of jumps. The mean over even and odd $m$ is still $A_0m^{-3/2}$.

The visits later than $n$ number

$$\sum_{m>n}\frac{A_0}{m^{3/2}}\simeq\int_n^\infty\frac{A_0\,dm}{m^{3/2}}=\frac{2A_0}{\sqrt n}.$$

The same expression holds for exchanges to leading order. A return from the origin consists of one jump to a neighbour and a passage back, while a further exchange needs only the passage. Each further exchange thus comes one jump earlier than the corresponding return. Only a few exchanges occur, so the total shift is a few jumps, and it changes the late part by an amount of order $n^{-3/2}$.

For fcc, $v=a^3/4$ and $\sigma^2=a^2/6$, so $A_0=\frac14(3/\pi)^{3/2}=0.2333$. An explicit calculation of the spreading probability gives 1.2718 visits up to and including jump 40. The late part, with the lower limit placed midway at 40.5, is $0.4666/\sqrt{40.5}=0.0733$. The sum, 1.3451, differs from the integral 1.3447 by 0.0004.

A simulation in which both the vacancy and the tracer are moved tests the result of part (d) directly. It follows 250000 encounters for 300 jumps after the first exchange. For fcc it finds a mean of $1.3186\pm0.0013$, where the error is one standard error. Adding the late part $0.4666/\sqrt{300}=0.0269$ gives 1.3455, in agreement with 1.3447 within that error. The corresponding sums are 1.5164 for sc and 1.3932 for bcc.

The slow decay has a consequence for the duration of an encounter. Let $f_m$ be the probability that the *first* return occurs at jump $m$. A visit at a late time $m$ typically involves one long excursion, with short returns before and after it. Summing over the short returns gives a factor $G(0)$ on each side, so to leading order $p_m(0)\simeq G(0)^2f_m$. Thus $f_m$ also falls as $m^{-3/2}$, and $\sum_m m f_m$ diverges. The mean number of exchanges is finite, but the mean waiting time for a further exchange, taken over the cases where it does occur, is infinite in an infinite crystal.

The mean number of exchanges in an encounter is $G(0)$, about 1.52 for sc, 1.39 for bcc and 1.34 for fcc, and following the vacancy for only $n$ jumps misses about $2A_0/\sqrt n$ of them. What remains is the effect of sinks and of a different tracer exchange rate, the relation to the correlation factor, and an application to iridium.
